# Rotamer Averages of Vicinal Couplings and Pachler's Populations

## The problem

A vicinal coupling is the indirect spin–spin coupling $J$ between protons on neighbouring carbon atoms. It depends on the dihedral angle $\phi$ between the two C–H bonds, so it carries information about rotation around the C–C bond. Couplings are given in hertz throughout.

Consider a fragment in which one carbon bears a proton X and the next carbon bears two protons, A and B, and a substituent Y. There are three staggered rotamers:

- rotamer 1: X is anti to A;
- rotamer 2: X is anti to B;
- rotamer 3: X is anti to Y.

Their populations are $p_1,p_2,p_3$, with $p_1+p_2+p_3=1$. Let $J_t$ be the coupling of an anti (trans) pair of protons and $J_g$ that of a gauche pair. Assume that these two values hold in all three rotamers.

**(a)** Show what coupling is observed when the rotamers interconvert rapidly, and express $J_{AX}$ and $J_{BX}$ through the populations.

**(b)** Find the averaged H–C–C–H coupling in ethane. Evaluate it for the model curve $J(\phi)=a\cos^2\phi+b\cos\phi+c$ with $a=14$, $b=-1$, $c=1$ Hz. Does torsional vibration within the wells change the answer? Can the coupling be seen in the ordinary proton spectrum?

**(c)** Solve the equations of part (a) for the populations. For which observed couplings are the populations physically possible? Evaluate them for $J_t=13.0$, $J_g=2.5$, $J_{AX}=8.5$ and $J_{BX}=4.5$ Hz.

**(d)** The standard errors are 0.1 Hz for each observed coupling, 0.5 Hz for $J_t$ and 0.3 Hz for $J_g$, all independent. Find the standard errors of the populations.

All parameters are round model values.

## Hints

**For (a).** Write a rate equation for the transverse magnetization in each rotamer, then add the three equations. What fraction of the total sits in each rotamer if exchange is much faster than the precession differences? For the dihedral angles, look along the C–C bond and place A, B and Y at $0^\circ$, $120^\circ$ and $240^\circ$.

**For (b).** What does a rotation of one methyl group by $120^\circ$ do to the energy of ethane? For the vibration, first average $J$ over three angles spaced by $120^\circ$. For the spectrum, ask whether the coupling operator commutes with the total spin.

**For (c).** Each observed coupling contains one population once normalization has been used.

**For (d).** Both limiting couplings enter the denominator; $J_g$ also enters every numerator, and $J_t$ enters that of $p_3$. The limiting couplings are shared by all the populations, so the errors of $p_1$ and $p_2$ are not independent.

## Full solution

### (a) The average over rotamers

Take the first-order regime, in which the shift differences among A, B and X, in each rotamer and on average, are large compared with the couplings. Consider the A lines that belong to one fixed spin state of B. In rotamer $k$ there are two such components, one for each spin state of X, at

$$\nu_k^{\pm}=\nu_k\pm\tfrac12 J_k .$$

Here $\nu_k$ is the shift of A, in hertz, including the contribution from its coupling to B, and $J_k$ is its coupling to X in that rotamer. The other spin state of B gives a second pair of lines with the same A–X splitting. Follow one component and write $\omega_k=2\pi\nu_k^{\pm}$. Let $M_k$ be its transverse magnetization in rotamer $k$, and $M=\sum_kM_k$.

A simple exchange model takes the rate constant for a jump into rotamer $k$ to be $\kappa p_k$, whatever the starting rotamer. At equilibrium the flow from $j$ to $k$ is $\kappa p_jp_k$, equal to the reverse flow, so the populations are maintained. Precession and exchange together give

$$\frac{dM_k}{dt}=i\omega_kM_k+\kappa\,(p_kM-M_k).$$

Sum over $k$. Since $\sum_kp_k=1$, the exchange terms cancel:

$$\frac{dM}{dt}=i\sum_k\omega_kM_k .$$

Now look for a solution in which every $M_k$ varies as $e^{\lambda t}$. The rate equation becomes

$$(\lambda-i\omega_k+\kappa)M_k=\kappa p_kM,
\qquad
M_k=\frac{p_kM}{1+(\lambda-i\omega_k)/\kappa}.$$

For the slowly decaying solution at large $\kappa$, the denominator tends to one and $M_k\to p_kM$. The summed equation then gives

$$\lambda\to i\bar\omega,\qquad \bar\omega=\sum_kp_k\omega_k .$$

To find the first correction, put $\lambda=i\bar\omega$ in the denominator and expand:

$$M_k\approx p_kM\left[1+\frac{i(\omega_k-\bar\omega)}{\kappa}\right].$$

Insert this into $\lambda M=i\sum_k\omega_kM_k$:

$$\lambda\approx i\bar\omega-\frac1\kappa\sum_kp_k\omega_k(\omega_k-\bar\omega)
=i\bar\omega-\frac1\kappa\sum_kp_k(\omega_k-\bar\omega)^2 .$$

The last equality holds because $\sum_kp_k\bar\omega(\omega_k-\bar\omega)=0$. The leading correction is real and negative: it broadens the line without moving it. The condition for fast exchange is that $\kappa$ be much larger than the differences $|\omega_k-\omega_j|$, which include shift differences as well as coupling differences. For the two lines of a splitting $J$ to be well separated, the broadening must also be small compared with the splitting:

$$\frac1\kappa\sum_kp_k(\omega_k-\bar\omega)^2\ll2\pi|J| .$$

The observed coupling is the separation of the two averaged components:

$$J=\sum_kp_k\left(\nu_k+\tfrac12J_k\right)-\sum_kp_k\left(\nu_k-\tfrac12J_k\right)
=\sum_kp_kJ_k .$$

The shifts cancel. Next come the dihedral angles. With A at $0^\circ$, B at $120^\circ$ and Y at $240^\circ$, X lies opposite one of them in each rotamer:

| Rotamer | Position of X | A–X pair | B–X pair |
|---|---:|---|---|
| 1 | $180^\circ$ | trans | gauche |
| 2 | $300^\circ$ | gauche | trans |
| 3 | $60^\circ$ | gauche | gauche |

Therefore

$$J_{AX}=p_1J_t+(p_2+p_3)J_g=p_1J_t+(1-p_1)J_g,$$

$$J_{BX}=p_2J_t+(p_1+p_3)J_g=p_2J_t+(1-p_2)J_g .$$

The numerical check solves the exchange model with the populations found in part (c) and rotamer shifts of 0, 30 and $-20$ Hz. At $\kappa=10^6\ \mathrm{s^{-1}}$ the A–X splitting is 8.50 Hz. At $\kappa=1\ \mathrm{s^{-1}}$ there are three separate splittings, 13.0, 2.5 and 2.5 Hz, and the averaged formulas do not apply.

### (b) Ethane

Rotating one methyl group of ethane by $120^\circ$ exchanges identical hydrogen atoms and leaves the energy unchanged. The three wells therefore have equal populations, $p_k=\tfrac13$, at any temperature. A chosen pair of protons, one from each methyl group, is trans in one well and gauche in the other two. Hence

$$J_{\text{ethane}}=\frac{J_t+2J_g}{3}.$$

For the model curve, $\cos180^\circ=-1$ and $\cos60^\circ=\tfrac12$ give

$$J_t=a-b+c=14+1+1=16\ \text{Hz},$$

$$J_g=\frac a4+\frac b2+c=3.5-0.5+1=4\ \text{Hz}.$$

The average is $(16+2\times4)/3=8$ Hz. In terms of the parameters,

$$\frac{J_t+2J_g}{3}
=\frac13\left[(a-b+c)+\left(\frac a2+b+2c\right)\right]
=\frac a2+c .$$

The term in $b$ has cancelled.

**Torsional vibration.** Let the molecule be displaced to an arbitrary angle $\phi$, and average over $\phi$, $\phi+120^\circ$ and $\phi+240^\circ$. Three unit vectors spaced by $120^\circ$ add to zero, so the three cosines add to zero. For the squares use $\cos^2\phi=\tfrac12(1+\cos2\phi)$. The doubled angles are again spaced by $120^\circ$, apart from full turns and their order, so their cosines also add to zero. The mean of $\cos^2\phi$ is thus $\tfrac12$, and

$$\frac13\left[J(\phi)+J(\phi+120^\circ)+J(\phi+240^\circ)\right]=\frac a2+c$$

for every $\phi$. The thermal probability of an angle in ethane repeats every $120^\circ$, so the thermal average is made of such triples with equal weights. It is $a/2+c$ for this curve, whatever the amplitude of vibration.

The individual couplings do change. A classical average over the torsional potential $\tfrac12V_0(1+\cos3\phi)$, with a barrier $V_0$ of 12 kJ/mol and a temperature of 300 K, gives well-averaged values $J_t=15.12$ and $J_g=4.44$ Hz. The trans value falls because this curve has its maximum at $180^\circ$. The gauche value must rise by half as much to keep the mean at 8.00 Hz. The classical average understates the amplitude for ethane, whose torsional quantum (about 285 cm$^{-1}$ for this barrier, with an internal-rotation constant of 10.8 cm$^{-1}$) exceeds $kT$ (209 cm$^{-1}$ at 300 K). A quantum thermal average over the same potential gives $J_t=14.97$ and $J_g=4.51$ Hz, with the mean still 8.00 Hz. In this sense $J_t$ and $J_g$ in the averaging formula are best read as averages over their wells.

**Visibility.** Let $\mathbf I_1$ and $\mathbf I_2$ be the total proton spins of the two methyl groups. Fast rotation gives all nine pairs between the groups the same coupling, so the coupling term is $J\,\mathbf I_1\cdot\mathbf I_2$ in frequency units. This product is a scalar: it is unchanged when all spins are rotated together, and it therefore commutes with the total spin $\mathbf I_1+\mathbf I_2$. Couplings inside a methyl group are scalars too.

In ordinary ethane all six protons have the same shift. The measured signal is the transverse component of the total spin, which then precesses at this one frequency. The coupling of 8 Hz is present but does not appear in the spectrum.

If one carbon is $^{13}$C, its couplings to the two methyl groups differ. For a given $^{13}$C spin state the groups have different effective frequencies, with a difference $\Delta$, say. The added term $\tfrac12\Delta(I_{1z}-I_{2z})$ does not commute with $\mathbf I_1\cdot\mathbf I_2$, and the coupling can affect the line positions. In a six-spin calculation with $\Delta=60$ Hz, practically all the intensity lies more than 0.1 Hz from the positions of the uncoupled lines. With $\Delta=0$ none does.

### (c) Pachler's equations

Define $D=J_t-J_g$ and collect the terms in $p_1$:

$$J_{AX}=J_g+p_1(J_t-J_g)=J_g+p_1D .$$

The equation for $J_{BX}$ has the same form with $p_2$. For $D\neq0$,

$$p_1=\frac{J_{AX}-J_g}{D},\qquad
p_2=\frac{J_{BX}-J_g}{D}.$$

Normalization supplies the third population:

$$p_3=1-p_1-p_2
=\frac{(J_t-J_g)-(J_{AX}-J_g)-(J_{BX}-J_g)}{D}
=\frac{J_t+J_g-J_{AX}-J_{BX}}{D}.$$

These are Pachler's equations. For $J_t>J_g$ the denominator is positive, so the populations are nonnegative when

$$J_{AX}\ge J_g,\qquad J_{BX}\ge J_g,\qquad J_{AX}+J_{BX}\le J_t+J_g .$$

Since the populations add to one, none can then exceed one. A negative result whose size is several times its standard error is strong evidence that the data and the assumed model disagree; one of about a single standard error is not. Nonnegative results do not prove the model right: two couplings and normalization determine three populations, and no datum remains to test $J_t$ and $J_g$.

For the given values, $D=13.0-2.5=10.5$ Hz and

$$p_1=\frac{8.5-2.5}{10.5}=0.571,\qquad
p_2=\frac{4.5-2.5}{10.5}=0.190,$$

$$p_3=\frac{13.0+2.5-8.5-4.5}{10.5}=0.238 .$$

Two conditions concern the input. First, $J_{AX}$ and $J_{BX}$ must be coupling constants. If the spectrum is strongly coupled, they come from a full spin analysis, since line separations then need not equal couplings. Second, A and B must be assigned. Exchanging their labels exchanges $p_1$ and $p_2$, but leaves $p_3$ at 0.238 because it depends on the sum $J_{AX}+J_{BX}$.

The use of one $J_t$ and one $J_g$ is an approximation in a substituted ethane, where the rotamers are not related by symmetry. If their limiting couplings differ, the separate values must be kept in the sums of part (a). The effect need not be small. The curve $12\cos^2\phi-\cos\phi$ gives 13.0 and 2.5 Hz at the staggered angles; if X lies at $185^\circ$ in rotamer 1 and at $295^\circ$ in rotamer 2, the same observed couplings give populations 0.594, 0.237 and 0.169. The changes in $p_2$ and $p_3$ then exceed the standard errors of part (d), which do not include this model error.

### (d) Error propagation

Let $s_A,s_B,s_t,s_g$ be the standard errors of $J_{AX},J_{BX},J_t,J_g$. For small independent errors, the variance of a function is the sum of its squared partial derivatives, each multiplied by the variance of its variable.

Start with $p_1=(J_{AX}-J_g)/D$. The observed coupling appears in the numerator alone:

$$\frac{\partial p_1}{\partial J_{AX}}=\frac1D .$$

The trans coupling appears in $D$ alone, with $\partial D/\partial J_t=1$:

$$\frac{\partial p_1}{\partial J_t}=-\frac{J_{AX}-J_g}{D^2}=-\frac{p_1}{D}.$$

The gauche coupling appears in both places, with $\partial D/\partial J_g=-1$:

$$\frac{\partial p_1}{\partial J_g}
=-\frac1D+\frac{J_{AX}-J_g}{D^2}
=-\frac{1-p_1}{D}.$$

Thus

$$D^2\,\mathrm{var}(p_1)=s_A^2+p_1^2s_t^2+(1-p_1)^2s_g^2 ,$$

and $\mathrm{var}(p_2)$ follows by replacing $p_1$ with $p_2$ and $s_A$ with $s_B$. The weights have a direct meaning: a nearly pure rotamer 1 is sensitive to $J_t$, and a nearly absent one to $J_g$.

The covariance of $p_1$ and $p_2$ contains the products of their derivatives with respect to the shared variables:

$$D^2\,\mathrm{cov}(p_1,p_2)=p_1p_2s_t^2+(1-p_1)(1-p_2)s_g^2 .$$

For $p_3$ the derivatives with respect to $J_{AX}$ and $J_{BX}$ are both $-1/D$. The other two are

$$\frac{\partial p_3}{\partial J_t}=\frac1D-\frac{p_3}{D}=\frac{1-p_3}{D},
\qquad
\frac{\partial p_3}{\partial J_g}=\frac1D+\frac{p_3}{D}=\frac{1+p_3}{D}.$$

Hence

$$D^2\,\mathrm{var}(p_3)=s_A^2+s_B^2+(1-p_3)^2s_t^2+(1+p_3)^2s_g^2 .$$

Now insert the numbers:

$$\mathrm{var}(p_1)=\frac{0.1^2+(0.571\times0.5)^2+(0.429\times0.3)^2}{10.5^2}
=9.81\times10^{-4},$$

$$\mathrm{var}(p_2)=\frac{0.1^2+(0.190\times0.5)^2+(0.810\times0.3)^2}{10.5^2}
=7.08\times10^{-4}.$$

The three contributions to $\mathrm{var}(p_3)$ are $1.81\times10^{-4}$ from the observed couplings, $1.316\times10^{-3}$ from $J_t$ and $1.251\times10^{-3}$ from $J_g$. Their sum is $2.75\times10^{-3}$. Taking square roots,

$$p_1=0.57\pm0.03,\qquad p_2=0.19\pm0.03,\qquad p_3=0.24\pm0.05 .$$

The covariance gives a second route to the last error. Since $p_3=1-p_1-p_2$,

$$\mathrm{var}(p_3)=\mathrm{var}(p_1)+\mathrm{var}(p_2)+2\,\mathrm{cov}(p_1,p_2).$$

With $\mathrm{cov}(p_1,p_2)=5.30\times10^{-4}$ this is $(9.81+7.08+10.60)\times10^{-4}=2.75\times10^{-3}$, as before. The correlation coefficient of $p_1$ and $p_2$ is 0.64, so omitting the covariance would make the error of $p_3$ too small.

If $J_t$ and $J_g$ were treated as known without error, the standard errors would be 0.0095, 0.0095 and 0.0135. In this example the limiting couplings, rather than the measurement, set most of the uncertainty.

The linear formulas require the error of $D$ to be small compared with $D$. Here it is $\sqrt{0.5^2+0.3^2}=0.58$ Hz, about 6% of $D$. Random sampling without linearization gives standard errors of 0.0315, 0.0267 and 0.0527, against 0.0313, 0.0266 and 0.0524 from the formulas. When $J_t$ and $J_g$ approach each other, the couplings cease to distinguish the rotamers and the inversion fails.

## Variation 1: a threefold term in ethane

**Question.** Add $e\cos3\phi$, with $e=0.50$ Hz, to the ethane curve. Does vibration now affect the mean coupling?

**Solution.** A shift of $\phi$ by $120^\circ$ changes $3\phi$ by a full turn, so this term survives the average over three angles. At the staggered angles $\cos3\phi=-1$, and the rigid mean is

$$J_{\text{rigid}}=\frac a2+c-e=8.00-0.50=7.50\ \text{Hz}.$$

With vibration, $-1$ is replaced by the thermal mean $\langle\cos3\phi\rangle$:

$$J_{\text{thermal}}=\frac a2+c+e\langle\cos3\phi\rangle .$$

For the same barrier and temperature as before, the classical average is $\langle\cos3\phi\rangle=-0.754$, which gives $8.00-0.377=7.62$ Hz. The difference from the rigid value is $e(1+\langle\cos3\phi\rangle)=0.12$ Hz. With the torsion treated quantum mechanically, $\langle\cos3\phi\rangle=-0.716$, the mean is 7.64 Hz and the difference is 0.14 Hz.

The formula $(J_t+2J_g)/3$ still holds if $J_t$ and $J_g$ are averages over their wells, because the wells remain equally populated. What fails is the use of couplings calculated at the rigid staggered angles.

## Variation 2: limiting couplings with a known mean

**Question.** For the substituted fragment, suppose that $M=(J_t+2J_g)/3$ is known precisely, while $J_g$ is uncertain. How do the populations respond to an error in $J_g$?

**Solution.** From $J_t=J_g+D$ we get $3M=3J_g+D$, so $J_g=M-D/3$. Substitute this into Pachler's first equation:

$$p_1=\frac{J_{AX}-M+D/3}{D}=\frac13+\frac{J_{AX}-M}{D}.$$

The same holds for $p_2$ with $J_{BX}$, and normalization gives

$$p_3=\frac13+\frac{2M-J_{AX}-J_{BX}}{D}.$$

Each population is one third plus a constant divided by $D$. At fixed $M$, $D=3(M-J_g)$ and $dD/dJ_g=-3$. Therefore

$$\frac{dp_i}{dJ_g}=-\frac{p_i-\frac13}{D}\,(-3)=\frac{3p_i-1}{D}.$$

A population of one third is unaffected by this error, since its numerator vanishes for every $D$.

In the example $M=6.0$ Hz, and the slopes are $0.068$, $-0.041$ and $-0.027\ \mathrm{Hz^{-1}}$. Raising $J_g$ by 0.3 Hz at fixed $M$ lowers $J_t$ by 0.6 Hz. The limits become 2.8 and 12.4 Hz, and the populations become 0.594, 0.177 and 0.229. The change in $p_3$ is about $-0.009$, whereas the independent errors of $J_t$ and $J_g$ in part (d) contribute 0.051 to its standard error. The change is this small because $p_3$ is near one third. For $p_1$, which is farther from one third, the change is 0.022, against a contribution of 0.030.

This comparison keeps the error of $J_g$ at 0.3 Hz. If the independent estimate of $J_t$ from part (d) is used as well, $J_g=(3M-J_t)/2$ supplies a second estimate of $J_g$, with an error of 0.25 Hz. The weighted mean of the two estimates has an error of $1/\sqrt{1/0.3^2+1/0.25^2}=0.19$ Hz, and the contribution to the error of $p_1$ falls to $0.068\times0.19=0.013$. The benefit depends on the populations. It also depends on knowing $M$ for this fragment; the value for ethane need not carry over to a substituted molecule.

## Table of computed values

```
Ethane model a, b, c: 14.0, -1.0, 1.0 Hz
Ethane barrier: 12.0 kJ/mol; T: 300 K
Ethane rigid Jt, Jg: 16.000, 4.000 Hz
Ethane (Jt+2Jg)/3: 8.000 Hz
Ethane well-averaged Jt, Jg: 15.121, 4.440 Hz
Ethane full thermal average: 8.000 Hz
Third-harmonic coefficient e: 0.50 Hz
Thermal mean of cos(3 phi): -0.7543 (no unit)
With e, rigid mean: 7.500 Hz
With e, thermal mean: 7.623 Hz
Displaced intensity, equal offsets: 0.000 (fraction)
Methyl offset difference in satellite model: 60.0 Hz
Displaced intensity, satellite: 1.000 (fraction)
Fragment a, b, c: 12.0, -1.0, 0.0 Hz
Fragment Jt, Jg, D: 13.00, 2.50, 10.50 Hz
Fragment equal-population mean M: 6.000 Hz
Observed J_AX, J_BX: 8.50, 4.50 Hz
Errors sA, sB, st, sg: 0.10, 0.10, 0.50, 0.30 Hz
Populations p1, p2, p3: [0.5714 0.1905 0.2381] (fractions)
Populations, A and B swapped: [0.1905 0.5714 0.2381] (fractions)
Rotamer shifts in exchange model: [  0.  30. -20.] Hz
Exchange rates, fast and slow: 1e+06, 1e+00 1/s
A-X splitting, fast exchange: 8.5000 Hz
A-X splittings, slow exchange: [13.   2.5  2.5] Hz
Standard errors of p1, p2, p3: [0.0313 0.0266 0.0524] (fractions)
Standard errors by sampling: [0.0315 0.0267 0.0527] (fractions)
Errors if Jt, Jg were exact: [0.0095 0.0095 0.0135] (fractions)
Variances of p1, p2, p3: 9.811e-04, 7.079e-04, 2.749e-03 (no unit)
Covariance of p1 and p2: 5.300e-04 (no unit)
Correlation of p1 and p2: 0.636 (no unit)
Variance of p3 from observed J: 1.814e-04 (no unit)
Variance of p3 from Jt: 1.316e-03 (no unit)
Variance of p3 from Jg: 1.251e-03 (no unit)
Slopes dp/dJg at fixed M: [ 0.068  -0.0408 -0.0272] 1/Hz
Shifted Jt, Jg at fixed M: 12.40, 2.80 Hz
Populations after this shift: [0.5937 0.1771 0.2292] (fractions)
```
